**Transfer-matrix gap and finite-range power laws in uniform matrix product states**

An injective uniform matrix product state with bond dimension $D$ has a transfer map $E$ with one leading eigenvalue 1 and all others inside the unit circle, so its connected correlators $C(n)$ decay exponentially, with correlation length $\xi=-1/\ln|\lambda_2|$. For a random state with $D=d=3$, where $d$ is the site dimension, the program asserts the contraction bound $1-D\mu$, with $\mu$ the smallest eigenvalue of the Gram matrix of all words of length $L$. It also asserts that the transfer-map formula agrees with an explicit ring wavefunction and that the spectral sum agrees with a long ring. The GHZ state serves as the non-injective counterexample, with a correlator that does not decay. For the critical Ising chain, the finite-ring form of the determinant for $\langle X_0X_n\rangle$, whose entries $1/[N\sin(\pi(2r-1)/2N)]$ tend to $2/[\pi(2r-1)]$ as the ring length $N$ grows, and the layered trial state are compared with state vectors on a ring of 8 sites. The output shows $\xi$ growing from 4.3 to 22 to 82 sites for $D=2,4,8$, while the effective exponent at $D=8$ leaves 1/4 and approaches $n/(\xi\ln2)$. A sum of 27 exponentials matches $n^{-1/4}$ up to $n=1000$ within a relative error of 0.0018 and fails completely at $n=10^{18}$.

## Program and output

```python
# Result under test: an injective uniform matrix product state (MPS) has a
# transfer map E(X) = sum_s A^s X A^s^dagger with one leading eigenvalue 1 and
# all others inside the unit circle, so connected correlators C(n) are sums of
# decaying exponentials. A power law is matched only on a finite window.
# Symbols: D bond dimension, d site dimension, L word length, mu smallest
# eigenvalue of the Gram matrix of all words of length L, xi = -1/ln|lambda_2|.
# Ising chain: H = -J sum (X_i X_{i+1} + Z_i), J = 1; site basis: X eigenstates.
import itertools
import math
import numpy as np
from scipy.optimize import minimize
from scipy.special import gamma

rng = np.random.default_rng(7)
mpow = np.linalg.matrix_power


def transfer(A, O):
    """Matrix of X -> sum O_st A^t X A^s^dagger on row-major vec(X)."""
    D = A.shape[1]
    T = np.zeros((D * D, D * D), dtype=A.dtype)
    for s in range(len(A)):
        for t in range(len(A)):
            if O[s, t] != 0:
                T += O[s, t] * np.kron(A[t], A[s].conj())
    return T


def trace_preserving(A):
    """Rescale and change gauge so that sum A^dagger A = 1."""
    D = A.shape[1]
    T = transfer(A, np.eye(len(A)))
    vals, vecs = np.linalg.eig(T.conj().T)
    k = np.argmax(abs(vals))
    left = vecs[:, k].reshape(D, D)
    left = left / np.trace(left)
    w, U = np.linalg.eigh((left + left.conj().T) / 2)
    assert w.min() > 0
    root = (U * np.sqrt(w)) @ U.conj().T
    inverse = (U / np.sqrt(w)) @ U.conj().T
    return np.array([root @ a @ inverse for a in A]) / np.sqrt(abs(vals[k]))


# ---------- general theorem on a random complex MPS ----------
D, d, L = 3, 3, 5
A = rng.normal(size=(d, D, D)) + 1j * rng.normal(size=(d, D, D))
A = trace_preserving(A)
assert np.allclose(sum(a.conj().T @ a for a in A), np.eye(D), atol=1e-11)
words = []
for w in itertools.product(range(d), repeat=L):
    M = np.eye(D, dtype=complex)
    for s in w:
        M = M @ A[s]
    words.append(M)
words = np.array(words)
flat = words.reshape(len(words), -1)
mu = np.linalg.eigvalsh(flat.T @ flat.conj())[0]
assert mu > 1e-8
contraction = 1 - D * mu
T = transfer(A, np.eye(d))
lam, V = np.linalg.eig(T)
order = np.argsort(-abs(lam))
lam, V = lam[order], V[:, order]
Vinv = np.linalg.inv(V)
assert abs(lam[0] - 1) < 1e-10
assert abs(lam[1]) ** L <= contraction + 1e-12
r = V[:, 0].reshape(D, D)
r = r / np.trace(r)
r_min = np.linalg.eigvalsh((r + r.conj().T) / 2)[0]
assert r_min > 1e-6

TL = mpow(T, L)
worst = 0.0
for _ in range(300):
    Y = rng.normal(size=(D, D)) + 1j * rng.normal(size=(D, D))
    Y = Y + Y.conj().T
    Y = Y - np.eye(D) * np.trace(Y) / D
    image = (TL @ Y.reshape(-1)).reshape(D, D)
    worst = max(worst, np.linalg.norm(image, 'nuc') / np.linalg.norm(Y, 'nuc'))
assert worst <= contraction + 1e-12

O = np.diag([1.0, 0.0, -1.0])
P = np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]]) / np.sqrt(2)
TO, TP = transfer(A, O), transfer(A, P)
weights = (Vinv[0] @ TO @ V) * (Vinv @ TP @ V[:, 0])


def spectral(n):
    return np.sum(weights[1:] * lam[1:] ** (n - 1))


def ring_mps(n, N):
    norm = np.trace(mpow(T, N))
    both = np.trace(TO @ mpow(T, n - 1) @ TP @ mpow(T, N - n - 1)) / norm
    one = np.trace(TO @ mpow(T, N - 1)) / norm
    two = np.trace(TP @ mpow(T, N - 1)) / norm
    return both - one * two


# explicit wavefunction of a ring of 2L sites
psi = np.einsum('aij,bji->ab', words, words).reshape((d,) * (2 * L))


def act(op, site, state):
    return np.moveaxis(np.tensordot(op, state, axes=(1, site)), 0, site)


norm = np.vdot(psi, psi)
for n in (1, 3, 4):
    both = np.vdot(psi, act(O, 0, act(P, n, psi))) / norm
    one = np.vdot(psi, act(O, 0, psi)) / norm
    two = np.vdot(psi, act(P, n, psi)) / norm
    assert abs(both - one * two - ring_mps(n, 2 * L)) < 1e-10
for n in (1, 2, 5, 12):
    assert abs(spectral(n) - ring_mps(n, 600)) < 1e-9
for n in range(1, 80):
    assert abs(spectral(n)) <= 2 * contraction ** ((n - 1) // L) + 1e-12

# Jordan block: polynomial prefactor
J3 = 0.7 * np.eye(3) + np.diag([1.0, 1.0], 1)
assert abs(mpow(J3, 9)[0, 2] - math.comb(9, 2) * 0.7 ** 7) < 1e-12

# GHZ state: not injective, no decay
G = np.array([np.diag([1.0, 0.0]), np.diag([0.0, 1.0])])
X = np.diag([1.0, -1.0])
flip = np.array([[0.0, 1.0], [1.0, 0.0]])
TG, TGX = transfer(G, np.eye(2)), transfer(G, X)
ghz_norm = np.trace(mpow(TG, 200))
ghz_corr = np.trace(TGX @ mpow(TG, 99) @ TGX @ mpow(TG, 99)) / ghz_norm
ghz_mean = np.trace(TGX @ mpow(TG, 199)) / ghz_norm
ghz_connected = ghz_corr - ghz_mean ** 2
ghz_top = np.sort(np.linalg.eigvalsh(TG))[::-1][:2]
assert abs(ghz_connected - 1) < 1e-12 and np.allclose(ghz_top, 1)


# ---------- critical Ising chain ----------
def chain_corr(n, N=None):
    """<X_0 X_n> of the critical ground state; N = None: infinite chain."""
    i = np.arange(n)
    odd = 1 - 2 * (i[:, None] - i[None, :])
    if N is None:
        M = 2 / (np.pi * odd)
    else:
        M = 1 / (N * np.sin(np.pi * odd / (2 * N)))
    sign, logdet = np.linalg.slogdet(M)
    return sign * np.exp(logdet)


def layered_mps(params):
    """Layers exp(alpha sum Z) exp(beta sum XX) on the polarized state."""
    beta, alpha = params[0::2], params[1::2]
    p = len(beta)
    bits = (np.arange(2 ** p)[:, None] >> np.arange(p)[::-1]) & 1
    half, f = np.eye(1), np.ones(2 ** p)
    for i in range(p):
        a = np.sqrt(2 * np.cosh(beta[i]))
        b = np.sqrt(2 * np.sinh(beta[i]))
        half = np.kron(half, np.array([[a + b, a - b], [a - b, a + b]]) / 2)
        if i < p - 1:
            same = bits[:, i] == bits[:, i + 1]
            f = f * np.where(same, np.cosh(alpha[i]), np.sinh(alpha[i]))
    out = []
    for s in (0, 1):
        g = f * np.where(bits[:, -1] == s, np.cosh(alpha[-1]), np.sinh(alpha[-1]))
        out.append(half @ (g[:, None] * half))
    return np.array(out)


def energy(logs):
    B = layered_mps(np.exp(logs))
    vals, vecs = np.linalg.eigh(transfer(B, np.eye(2)))
    v, top = vecs[:, -1], vals[-1]
    u = transfer(B, X) @ v
    return -(u @ u) / top ** 2 - v @ transfer(B, flip) @ v / top


# ring of 8 sites: test the determinant and the layered MPS on state vectors
N = 8
index = np.arange(2 ** N)
spin = 1 - 2 * ((index[:, None] >> np.arange(N)) & 1)
bonds = np.sum(spin * np.roll(spin, -1, axis=1), axis=1)
H = -np.diag(bonds.astype(float))
for i in range(N):
    H[index, index ^ (1 << i)] -= 1
ground = np.linalg.eigh(H)[1][:, 0]
for n in (1, 2, 3, 4):
    direct = np.sum(ground ** 2 * spin[:, 0] * spin[:, n])
    assert abs(direct - chain_corr(n, N)) < 1e-10
trial = np.array([0.3, 0.25, 0.4, 0.15])
state = np.ones(2 ** N)
for b, a in zip(trial[0::2], trial[1::2]):
    state = state * np.exp(b * bonds)
    for i in range(N):
        state = np.cosh(a) * state + np.sinh(a) * state[index ^ (1 << i)]
B = layered_mps(trial)
TB, TBX = transfer(B, np.eye(2)), transfer(B, X)
for n in (1, 3):
    direct = np.sum(state ** 2 * spin[:, 0] * spin[:, n]) / np.sum(state ** 2)
    ring = np.trace(TBX @ mpow(TB, n - 1) @ TBX @ mpow(TB, N - n - 1))
    assert abs(direct - ring / np.trace(mpow(TB, N))) < 1e-10
TBZ = transfer(B, flip)
direct = state @ state[index ^ 1] / (state @ state)
ring = np.trace(TBZ @ mpow(TB, N - 1)) / np.trace(mpow(TB, N))
assert abs(direct - ring) < 1e-10

e_exact = -4 / np.pi
results = []
previous = np.array([])
for p in (1, 2, 3):
    starts = [np.full(2 * p, np.log(0.35))]
    if p > 1:
        starts.append(np.concatenate([np.log([0.1, 0.1]), previous]))
    fits = [minimize(energy, x0, method='L-BFGS-B', bounds=[(-4, 1)] * (2 * p),
                     options={'maxiter': 150, 'ftol': 1e-13, 'gtol': 1e-8})
            for x0 in starts]
    best = min(fits, key=lambda fit: fit.fun)
    previous = best.x
    B = layered_mps(np.exp(best.x))
    TB = transfer(B, np.eye(2))
    vals, vecs = np.linalg.eigh(TB)
    vals, vecs = vals[::-1], vecs[:, ::-1]
    v, ratio = vecs[:, 0], vals / vals[0]
    u = transfer(B, X) @ v / vals[0]
    assert abs(v @ u) < 1e-9                    # <X> = 0
    assert vals.min() > -1e-12 * vals[0]        # nonnegative spectrum
    assert ratio[1] < 1 - 1e-6
    R = v.reshape(2 ** p, 2 ** p)
    R = R / np.trace(R)
    spectrum = np.linalg.eigvalsh((R + R.T) / 2)
    assert spectrum[0] / spectrum[-1] > 1e-11   # full-rank fixed point
    c = (vecs.T @ u) ** 2
    results.append(dict(p=p, e=best.fun, x=np.exp(best.x), ratio=ratio, c=c,
                        xi=-1 / np.log(ratio[1]), T=TB / vals[0], u=u,
                        rank=spectrum[0] / spectrum[-1]))


def mps_corr(res, n):
    return np.sum(res['c'][1:] * np.clip(res['ratio'][1:], 0, None) ** (n - 1))


for res in results:
    assert res['e'] > e_exact and res['c'][1] > 1e-6
    far = int(30 * res['xi']) + 1
    slope = np.log(mps_corr(res, far) / mps_corr(res, 2 * far))
    assert abs(slope * res['xi'] / far - 1) < 1e-3
    assert mps_corr(res, far) / chain_corr(min(far, 600)) < 1e-2
    direct = [res['u'] @ mpow(res['T'], n - 1) @ res['u'] for n in range(1, 30)]
    for n in range(1, 30):
        assert abs(direct[n - 1] - mps_corr(res, n)) < 1e-10
    for n in range(1, 29):
        assert direct[n] <= res['ratio'][1] * direct[n - 1] + 1e-12
for low, high in zip(results[:-1], results[1:]):
    assert high['e'] < low['e'] and high['xi'] > low['xi']
    assert (abs(mps_corr(high, 8) - chain_corr(8))
            < abs(mps_corr(low, 8) - chain_corr(8)))


def exponent(corr, n):
    return np.log(corr(n) / corr(2 * n)) / np.log(2)


assert abs(exponent(chain_corr, 200) - 0.25) < 1e-4
xi_needed = 100 / np.log(chain_corr(100) / chain_corr(200))

# ---------- finite sum of exponentials for n^(-1/4) ----------
eta, h = 0.25, 1.5
k = np.arange(-24, 3)
rates = np.exp(k * h)
amps = h * np.exp(eta * k * h) / gamma(eta)
ns = np.arange(1, 1001)
fit = np.exp(-np.outer(ns, rates)) @ amps
fit_error = np.max(abs(fit * ns ** eta - 1))
alias = sum(2 * abs(gamma(eta + 2j * np.pi * m / h)) for m in (1, 2, 3)) / gamma(eta)
tail = h / gamma(eta) * np.exp(eta * h * (k[0] - 1)) / (1 - np.exp(-eta * h))
fit_bound = alias + tail * 1000 ** eta
assert fit_error <= fit_bound + 1e-6
far_ratio = np.sum(amps * np.exp(-1e18 * rates)) * 1e18 ** eta
assert far_ratio < 1e-50

# ---------- output ----------
print(f"Random MPS: D = {D}, d = {d}, word length L = {L}")
print(f"Random MPS: Gram minimum mu = {mu:.5f}")
print(f"Random MPS: smallest eigenvalue of r = {r_min:.5f}")
print(f"Random MPS: contraction bound 1-D*mu = {contraction:.5f}")
print(f"Random MPS: largest sampled contraction = {worst:.5f}")
print(f"Random MPS: |lambda_2| = {abs(lam[1]):.5f}")
print(f"Random MPS: bound on |lambda_2| = {contraction ** (1 / L):.5f}")
print(f"Random MPS: xi = {-1 / np.log(abs(lam[1])):.4f} sites")
print(f"GHZ: two leading eigenvalues = {ghz_top[0]:.3f}, {ghz_top[1]:.3f}")
print(f"GHZ: connected correlator at n = 100: {ghz_connected:.3f}")
print(f"Ising: exact energy per site = {e_exact:.7f} J")
for res in results:
    tag = f"Ising p={res['p']} D={2 ** res['p']}:"
    print(tag, "beta =", " ".join(f"{q:.4f}" for q in res['x'][0::2]))
    print(tag, "alpha =", " ".join(f"{q:.4f}" for q in res['x'][1::2]))
    print(tag, f"energy per site = {res['e']:.7f} J")
    print(tag, f"energy error = {res['e'] - e_exact:.3e} J")
    print(tag, f"lambda_2/lambda_1 = {res['ratio'][1]:.6f}")
    print(tag, f"xi = {res['xi']:.4f} sites")
    print(tag, f"slowest weight c_2 = {res['c'][1]:.5f}")
    print(tag, f"weights above 1e-10: {np.sum(res['c'][1:] > 1e-10)}")
    print(tag, f"fixed-point min/max eigenvalue = {res['rank']:.2e}")
print("<X_0 X_n>: n, exact chain, D=2, D=4, D=8")
for n in (1, 2, 4, 8, 16, 32, 64, 128):
    row = " ".join(f"{mps_corr(res, n):.3e}" for res in results)
    print(f"  {n:4d} {chain_corr(n):.5f} {row}")
print("Effective exponent from n to 2n: n, exact chain, D=8")
for n in (2, 8, 32, 128):
    own = exponent(lambda m: mps_corr(results[-1], m), n)
    print(f"  {n:4d} {exponent(chain_corr, n):.5f} {own:.4f}")
print(f"xi needed to follow exact chain, n=100 to 200: {xi_needed:.1f} sites")
print(f"Fit of n^(-1/4): {len(k)} exponentials, step h = {h}")
print(f"Fit: largest relative error, n = 1 to 1000: {fit_error:.2e}")
print(f"Fit: error bound = {fit_bound:.2e}")
print(f"Fit: sum / power law at n = 1e18: {far_ratio:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Random MPS: D = 3, d = 3, word length L = 5
Random MPS: Gram minimum mu = 0.01347
Random MPS: smallest eigenvalue of r = 0.01463
Random MPS: contraction bound 1-D*mu = 0.95960
Random MPS: largest sampled contraction = 0.02994
Random MPS: |lambda_2| = 0.40126
Random MPS: bound on |lambda_2| = 0.99179
Random MPS: xi = 1.0951 sites
GHZ: two leading eigenvalues = 1.000, 1.000
GHZ: connected correlator at n = 100: 1.000
Ising: exact energy per site = -1.2732395 J
Ising p=1 D=2: beta = 0.6904
Ising p=1 D=2: alpha = 0.1961
Ising p=1 D=2: energy per site = -1.2697690 J
Ising p=1 D=2: energy error = 3.471e-03 J
Ising p=1 D=2: lambda_2/lambda_1 = 0.791780
Ising p=1 D=2: xi = 4.2832 sites
Ising p=1 D=2: slowest weight c_2 = 0.59120
Ising p=1 D=2: weights above 1e-10: 1
Ising p=1 D=2: fixed-point min/max eigenvalue = 3.68e-01
Ising p=2 D=4: beta = 1.4186 0.4419
Ising p=2 D=4: alpha = 0.8393 0.1377
Ising p=2 D=4: energy per site = -1.2730705 J
Ising p=2 D=4: energy error = 1.690e-04 J
Ising p=2 D=4: lambda_2/lambda_1 = 0.955862
Ising p=2 D=4: xi = 22.1524 sites
Ising p=2 D=4: slowest weight c_2 = 0.47128
Ising p=2 D=4: weights above 1e-10: 4
Ising p=2 D=4: fixed-point min/max eigenvalue = 3.56e-02
Ising p=3 D=8: beta = 2.0596 0.9845 0.3484
Ising p=3 D=8: alpha = 1.4421 0.6295 0.1114
Ising p=3 D=8: energy per site = -1.2732252 J
Ising p=3 D=8: energy error = 1.436e-05 J
Ising p=3 D=8: lambda_2/lambda_1 = 0.987928
Ising p=3 D=8: xi = 82.3334 sites
Ising p=3 D=8: slowest weight c_2 = 0.35070
Ising p=3 D=8: weights above 1e-10: 15
Ising p=3 D=8: fixed-point min/max eigenvalue = 1.44e-03
<X_0 X_n>: n, exact chain, D=2, D=4, D=8
     1 0.63662 5.912e-01 6.280e-01 6.343e-01
     2 0.54038 4.681e-01 5.260e-01 5.365e-01
     4 0.45565 2.935e-01 4.297e-01 4.493e-01
     8 0.38343 1.153e-01 3.447e-01 3.718e-01
    16 0.32248 1.782e-02 2.395e-01 3.033e-01
    32 0.27119 4.251e-04 1.163e-01 2.413e-01
    64 0.22804 2.420e-07 2.743e-02 1.632e-01
   128 0.19176 7.844e-14 1.526e-03 7.500e-02
Effective exponent from n to 2n: n, exact chain, D=8
     2 0.24606 0.2560
     8 0.24974 0.2936
    32 0.24998 0.5642
   128 0.25000 2.2429
xi needed to follow exact chain, n=100 to 200: 577.1 sites
Fit of n^(-1/4): 27 exponentials, step h = 1.5
Fit: largest relative error, n = 1 to 1000: 1.79e-03
Fit: error bound = 1.97e-03
Fit: sum / power law at n = 1e18: 3.0e-101
ALL CHECKS PASSED
```
